**Momentum-space test of Fowler's law for internal photoemission**

For a photon energy $h\nu$ above the barrier $\Phi$, the zero-temperature yield per absorbed photon is $Y=\sigma m_d(h\nu-\Phi)^2/(4\pi^2\hbar^3)$. Here $m_d$ is the electron mass in the dielectric, and $\sigma$ is the constant absorption-and-escape probability per electron arrival and per unit absorbed photon flux. The program sums over occupied metal states with conserved transverse momentum and asserts agreement with this law for three mass ratios and three excess energies; the printed quotients lie within 0.0004 of one. It also asserts that the law fails outside its stated range, where the quotient is 0.830, and that the finite-temperature formula holds above, at and below threshold. Further assertions cover the linear threshold without transverse-momentum conservation, the 5/2 power for square-root transmission, the wave-matching origin of that transmission, the density-counting correction and a model of isotropic bulk hot electrons. In the worked example at 300 K, straight-line fits to $\sqrt Y$ place a 3 eV barrier 11.3 meV too low in the window 3.1–3.4 eV and 3.6 meV too low in the window 3.4–4.0 eV.

## Program and output

```python
"""
Fowler threshold law for internal photoemission, metal -> dielectric.
Result under test (zero temperature, excess = photon energy - barrier > 0):
    yield = sigma * m_d * excess**2 / (4 pi^2 hbar^3)
sigma : absorption-and-escape probability per electron arrival at the
        interface, per unit absorbed photon flux (m^2 s), a constant
m_d   : electron mass in the dielectric = mass_ratio * free-electron mass
The barrier runs from the metal Fermi level to the dielectric band edge.
Transverse momentum is conserved. Energies are in eV unless stated.
The law is compared with direct sums over the occupied momentum states.
"""
import numpy as np
from scipy.constants import hbar, m_e, e, k as k_B
from scipy.integrate import quad
from scipy.special import expit, spence

FERMI = 8.0
BARRIER = 3.0
MASS_RATIO = 0.5
TEMPERATURE = 300.0
SIGMA = 4.0e-37
PHOTON_FLUX = 1.0e18


def momentum_sum(excess, ratio, kT=0.0, conserve=True,
                 escape=None, count_density=False):
    """Emitted flux (m^-2 s^-1) for unit arrival probability.
    Wave numbers are in units of k_unit, so metal energy = q^2 in eV.
    count_density replaces the normal speed by the Fermi speed."""
    photon = BARRIER + excess
    k_unit = np.sqrt(2 * m_e * e) / hbar
    q_max = np.sqrt(FERMI + 25 * kT)
    n_z, n_t = 20000, 1000
    q_z = (np.arange(n_z) + 0.5) * q_max / n_z
    q_t_values = (np.arange(n_t) + 0.5) * q_max / n_t
    speed = np.full(n_z, np.sqrt(FERMI)) if count_density else q_z
    total = 0.0
    for q_t in q_t_values:
        energy = q_z**2 + q_t**2
        normal = energy + photon - (FERMI + BARRIER)
        if conserve:
            normal = normal - q_t**2 / ratio
        if kT > 0:
            occupied = expit((FERMI - energy) / kT)
        else:
            occupied = (energy <= FERMI).astype(float)
        weight = occupied * (normal > 0) * speed
        if escape is not None:
            weight = weight * escape(np.maximum(normal, 0.0))
        total += q_t * weight.sum()
    cell = (q_max / n_z) * (q_max / n_t)
    states = 2 / (2 * np.pi)**3 * 2 * np.pi * k_unit**3
    return states * (hbar * k_unit / m_e) * cell * total


def flux_scale(ratio):
    """m_d/(2 pi^2 hbar^3), for energy integrals in eV^2."""
    return ratio * m_e * e**2 / (2 * np.pi**2 * hbar**3)


def thermal_integral(excess, kT):
    """-(kT)^2 Li2(-exp(excess/kT)), in eV^2."""
    return -kT**2 * spence(1 + np.exp(excess / kT))


# Quadratic law, its prefactor and its dependence on the dielectric mass
law_ratios = {}
for ratio in (0.5, 1.0, 1.5):
    for excess in (0.5, 1.0, 2.0):
        value = momentum_sum(excess, ratio)
        law_ratios[ratio, excess] = value / (flux_scale(ratio) * excess**2 / 2)
        assert abs(law_ratios[ratio, excess] - 1) < 6e-3

# Outside the range max(1, ratio)*excess <= Fermi energy the law must fail
outside = momentum_sum(7.0, 1.5) / (flux_scale(1.5) * 7.0**2 / 2)
assert outside < 0.9

# Finite temperature, above, at and below threshold
thermal_errors = []
for excess in (0.6, 0.0, -0.4):
    direct = momentum_sum(excess, MASS_RATIO, kT=0.2)
    formula = flux_scale(MASS_RATIO) * thermal_integral(excess, 0.2)
    thermal_errors.append(abs(direct / formula - 1))
assert max(thermal_errors) < 6e-3

kT = k_B * TEMPERATURE / e
for excess in (0.1, 0.5):
    numeric = quad(lambda s: s * expit((excess - s) / kT), 0,
                   excess + 40 * kT, points=[excess], epsabs=1e-13)[0]
    u = excess / kT
    series = excess**2 / 2 + kT**2 * (np.pi**2 / 6 - np.exp(-u))
    assert abs(numeric - series) < 0.25 * kT**2 * np.exp(-2 * u) + 1e-10
    assert abs(numeric - thermal_integral(excess, kT)) < 1e-10
at_zero = quad(lambda s: s * expit(-s / kT), 0, 40 * kT, epsabs=1e-13)[0]
assert abs(at_zero / (np.pi**2 * kT**2 / 12) - 1) < 1e-7

# Energy condition alone: the threshold becomes linear
loose = {x: momentum_sum(x, 1.0, conserve=False) for x in (0.5, 1.0)}
for x, value in loose.items():
    assert abs(value / (flux_scale(1.0) * (FERMI * x - x**2 / 2)) - 1) < 6e-3

# Sharp-step transmission from wave matching varies as sqrt(normal energy)


def step_transmission(normal, ratio):
    k_in = np.sqrt(FERMI + BARRIER + normal)
    k_out = np.sqrt(ratio * normal)
    matrix = np.array([[-1.0, 1.0], [k_in, k_out / ratio]])
    reflected, transmitted = np.linalg.solve(matrix, [1.0, k_in])
    through = k_out / ratio / k_in * transmitted**2
    assert abs(through + reflected**2 - 1) < 1e-10
    return through


step_ratio = step_transmission(4e-6, 0.5) / step_transmission(1e-6, 0.5)
assert abs(step_ratio - 2) < 5e-3
root = {x: momentum_sum(x, 0.5, escape=np.sqrt) for x in (0.5, 1.0)}
for x, value in root.items():
    assert abs(value / (flux_scale(0.5) * 4 / 15 * x**2.5) - 1) < 8e-3

# Density counting: first correction to the quadratic law
density_ratio = (momentum_sum(1.0, 1.0, count_density=True)
                 / (flux_scale(1.0) / 2))
density_formula = 1 + 1 / (3 * FERMI)
assert abs(density_ratio - density_formula) < 6e-3

# Isotropic bulk hot electrons: explicit sum over energy and direction
bulk_excess = 0.2
bulk_photon = BARRIER + bulk_excess
n_dir, n_energy = 200000, 200
cosine = -1 + 2 * (np.arange(n_dir) + 0.5) / n_dir
sine_squared = 1 - cosine**2
fraction_sum = 0.0
for above in (np.arange(n_energy) + 0.5) * bulk_excess / n_energy:
    hot_energy = FERMI + BARRIER + above
    normal = above - hot_energy * sine_squared / MASS_RATIO
    fraction_sum += np.mean((normal > 0) & (cosine > 0))
bulk_direct = fraction_sum / n_energy * bulk_excess / bulk_photon
bulk_formula = (MASS_RATIO * bulk_excess**2
                / (8 * (FERMI + BARRIER) * bulk_photon))
assert abs(bulk_direct / bulk_formula - 1) < 0.02

# Worked example
coefficient = SIGMA * flux_scale(MASS_RATIO) / 2


def cold_yield(photon):
    return coefficient * max(photon - BARRIER, 0.0)**2


def warm_yield(photon):
    return 2 * coefficient * thermal_integral(photon - BARRIER, kT)


def extracted_barrier(first, last):
    photons = np.linspace(first, last, 7)
    roots = np.sqrt([warm_yield(p) for p in photons])
    slope, offset = np.polyfit(photons, roots, 1)
    return -offset / slope, slope**2


near, near_coefficient = extracted_barrier(3.1, 3.4)
far, far_coefficient = extracted_barrier(3.4, 4.0)
assert near < far < BARRIER
margin = 10 * np.pi * kT / np.sqrt(3)
current = e * PHOTON_FLUX * cold_yield(4.0)

print(f"Fermi energy = {FERMI:.1f} eV; barrier = {BARRIER:.1f} eV")
print(f"dielectric mass / free mass = {MASS_RATIO:.1f}")
print(f"temperature = {TEMPERATURE:.0f} K; kT = {kT:.5f} eV")
print(f"sigma = {SIGMA:.1e} m^2 s")
print(f"absorbed photon flux = {PHOTON_FLUX:.1e} m^-2 s^-1")
print(f"probability per arrival = {SIGMA * PHOTON_FLUX:.1e}")
print(f"yield coefficient = {coefficient:.4e} eV^-2")
print("photon energy (eV), yield at 0 K, yield at 300 K, root at 300 K")
for photon in (3.0, 3.2, 3.4, 3.6, 3.8, 4.0):
    warm = warm_yield(photon)
    print(f"{photon:.1f}  {cold_yield(photon):.4e}  {warm:.4e}"
          f"  {np.sqrt(warm):.4e}")
print(f"photocurrent density at 4.0 eV, 0 K = {current:.4e} A/m^2")
print(f"excess for 1 percent leading thermal term = {margin:.3f} eV")
print(f"barrier from fit 3.1-3.4 eV = {near:.4f} eV")
print(f"barrier from fit 3.4-4.0 eV = {far:.4f} eV")
print(f"fit errors = {1000*(near-BARRIER):.1f}, {1000*(far-BARRIER):.1f} meV")
print(f"coefficient from fit 3.1-3.4 eV = {near_coefficient:.4e} eV^-2")
print(f"coefficient from fit 3.4-4.0 eV = {far_coefficient:.4e} eV^-2")
print("Momentum sum / quadratic law: mass ratio, excess (eV), quotient")
for (ratio, excess), quotient in law_ratios.items():
    print(f"{ratio:.1f}  {excess:.1f}  {quotient:.4f}")
print(f"same quotient at mass ratio 1.5, excess 7 eV = {outside:.3f}")
print(f"largest thermal-formula deviation = {max(thermal_errors):.1e}")
conserved_power = 2 + np.log2(law_ratios[0.5, 1.0] / law_ratios[0.5, 0.5])
print("Local powers between excess 0.5 and 1.0 eV:")
print(f"conserved transverse momentum = {conserved_power:.2f}")
print(f"energy condition only = {np.log2(loose[1.0] / loose[0.5]):.2f}")
print(f"square-root transmission = {np.log2(root[1.0] / root[0.5]):.2f}")
print(f"step transmission ratio, energy times 4 = {step_ratio:.4f}")
print(f"density count / law at 1 eV, sum = {density_ratio:.4f}")
print(f"density count / law at 1 eV, formula = {density_formula:.4f}")
print(f"bulk yield at excess 0.2 eV, sum = {bulk_direct:.4e}")
print(f"bulk yield at excess 0.2 eV, formula = {bulk_formula:.4e}")
print("checks complete")
```

Running it gives:

```
Fermi energy = 8.0 eV; barrier = 3.0 eV
dielectric mass / free mass = 0.5
temperature = 300 K; kT = 0.02585 eV
sigma = 4.0e-37 m^2 s
absorbed photon flux = 1.0e+18 m^-2 s^-1
probability per arrival = 4.0e-19
yield coefficient = 1.0101e-04 eV^-2
photon energy (eV), yield at 0 K, yield at 300 K, root at 300 K
3.0  0.0000e+00  1.1104e-07  3.3323e-04
3.2  4.0403e-06  4.2623e-06  2.0645e-03
3.4  1.6161e-05  1.6383e-05  4.0476e-03
3.6  3.6363e-05  3.6585e-05  6.0485e-03
3.8  6.4644e-05  6.4867e-05  8.0540e-03
4.0  1.0101e-04  1.0123e-04  1.0061e-02
photocurrent density at 4.0 eV, 0 K = 1.6183e-05 A/m^2
excess for 1 percent leading thermal term = 0.469 eV
barrier from fit 3.1-3.4 eV = 2.9887 eV
barrier from fit 3.4-4.0 eV = 2.9964 eV
fit errors = -11.3, -3.6 meV
coefficient from fit 3.1-3.4 eV = 9.6363e-05 eV^-2
coefficient from fit 3.4-4.0 eV = 1.0048e-04 eV^-2
Momentum sum / quadratic law: mass ratio, excess (eV), quotient
0.5  0.5  1.0000
0.5  1.0  1.0000
0.5  2.0  1.0000
1.0  0.5  0.9997
1.0  1.0  1.0004
1.0  2.0  0.9997
1.5  0.5  1.0000
1.5  1.0  1.0000
1.5  2.0  1.0000
same quotient at mass ratio 1.5, excess 7 eV = 0.830
largest thermal-formula deviation = 3.2e-04
Local powers between excess 0.5 and 1.0 eV:
conserved transverse momentum = 2.00
energy condition only = 0.95
square-root transmission = 2.50
step transmission ratio, energy times 4 = 1.9983
density count / law at 1 eV, sum = 1.0453
density count / law at 1 eV, formula = 1.0417
bulk yield at excess 0.2 eV, sum = 7.0278e-05
bulk yield at excess 0.2 eV, formula = 7.1023e-05
checks complete
```
